# Unitarity Bound on Thermoelectric Efficiency with a Probe in a Magnetic Field

**Definitions and conventions**

A conductor connects a hot reservoir h, a cold reservoir c and a probe p. Scattering inside it is elastic and coherent, the electrons are free or move in a mean field, and a magnetic field \(B\) of any strength may act. The probe exchanges electrons with the conductor, but its chemical potential and temperature adjust until its mean particle and heat currents vanish. It represents inelastic scattering. All results below are for linear response. In formulas \(k_B=1\).

Energies \(E\) are measured from the common chemical potential, \(f(E)\) is the Fermi function at temperature \(T\), and \(f'=df/dE\). \(J_\rho\) and \(J_q\) are the particle and heat currents leaving h. The forces are
\[
X_\rho=\frac{\Delta\mu}{T},\qquad X_q=\frac{\Delta T}{T^2},\qquad J=LX, \tag{1}
\]
with \(\Delta\mu=\mu_h-\mu_c\) and \(\Delta T=T_h-T_c>0\). Power is delivered when particles flow from h to c against the potential, so
\[
P=-\Delta\mu\,J_\rho=-TX_\rho J_\rho,\qquad \eta=\frac{P}{J_q},\qquad \eta_C=\frac{\Delta T}{T}=TX_q. \tag{2}
\]
The entropy production rate is \(\sigma=J_\rho X_\rho+J_qX_q\). The probe adds nothing, because its currents vanish. With (2),
\[
T\sigma=\eta_CJ_q-P. \tag{3}
\]

The second law requires \(\sigma=\tfrac12X^T(L+L^T)X\ge0\) for all real \(X\), and therefore \(4L_{\rho\rho}L_{qq}\ge(L_{\rho q}+L_{q\rho})^2\). Since \((L_{\rho q}+L_{q\rho})^2=(L_{\rho q}-L_{q\rho})^2+4L_{\rho q}L_{q\rho}\), this reads
\[
\det L\ge\tfrac14(L_{\rho q}-L_{q\rho})^2. \tag{4}
\]
Unitarity replaces the factor \(\tfrac14\) by 1.

**From scattering to a response matrix**

Let \(\mathcal T_{ij}(E)\) be the transmission from lead \(j\) to lead \(i\), summed over modes, and \(N_i(E)\) the number of modes in lead \(i\). The particle current leaving reservoir \(i\) is \(h^{-1}\int dE\sum_j(N_i\delta_{ij}-\mathcal T_{ij})f_j\). Take c as reference. To first order,
\[
f_i-f_c=-f'\,T\,u_i(E),\qquad u_i(E)=X_i^\rho+E\,X_i^q,\qquad u_c=0. \tag{5}
\]
The heat current carries an extra factor \(E\), because the shift of \(\mu_i\) changes it only at second order. The currents from h and p therefore obey a \(4\times4\) linear law with matrix \(\mathcal L\). For any complex force vector \(z\), with \(u_i\) built from \(z\) as in (5),
\[
z^\dagger\mathcal Lz=\frac Th\int dE\,(-f')\,Q(E),\qquad Q=\sum_{i,j}u_i^*(N_i\delta_{ij}-\mathcal T_{ij})u_j. \tag{6}
\]

**What unitarity adds**

The two relations \(S^\dagger S=1\) and \(SS^\dagger=1\) give
\[
\sum_j\mathcal T_{ij}=\sum_j\mathcal T_{ji}=N_i. \tag{7}
\]
Subtracting the two sums for \(i=h\) gives \(\mathcal T_{ph}-\mathcal T_{hp}=\mathcal T_{hc}-\mathcal T_{ch}\), and for \(i=p\) it gives \(\mathcal T_{ph}-\mathcal T_{hp}=\mathcal T_{cp}-\mathcal T_{pc}\). The antisymmetric part of \(\mathcal T\) is thus one circulating flow,
\[
\gamma(E)=\mathcal T_{ph}-\mathcal T_{hp}=\mathcal T_{cp}-\mathcal T_{pc}=\mathcal T_{hc}-\mathcal T_{ch}. \tag{8}
\]
Suppose \(\gamma\ge0\), and let \(s_{ij}\ge0\) be the smaller of \(\mathcal T_{ij}\) and \(\mathcal T_{ji}\). By (7), \(N_i-\mathcal T_{ii}\) is the sum of the off-diagonal elements in row \(i\), which is \(\gamma+\sum_{j\ne i}s_{ij}\). Collecting terms and using \(u_c=0\),
\[
Q=\sum_{i<j}s_{ij}|u_i-u_j|^2+\gamma\,C,\qquad C=|u_h|^2+|u_p|^2-u_p^*u_h. \tag{9}
\]
If \(\gamma<0\), the last term becomes \(|\gamma|C^*\).

Write \(u_p^*u_h=ab\,e^{i\theta}\) with \(a=|u_h|\), \(b=|u_p|\) and \(|\theta|\le\pi\). Then
\[
\mathrm{Re}\,C-\sqrt3\,|\mathrm{Im}\,C|=a^2+b^2-ab\left(\cos\theta+\sqrt3|\sin\theta|\right)\ge(a-b)^2\ge0, \tag{10}
\]
because the bracket equals \(2\cos(|\theta|-\pi/3)\le2\). The symmetric terms in (9) are real and non-negative, and the weight \(-f'\) is positive, so the property passes to the integral:
\[
\mathrm{Re}\,z^\dagger\mathcal Lz\ge\sqrt3\,|\mathrm{Im}\,z^\dagger\mathcal Lz|. \tag{11}
\]

The second law sees only the real part. Unitarity limits the circulating, dissipationless part by the dissipation that must accompany it.

The number \(\sqrt3\) belongs to three terminals. For a ring of four leads with unit circulation and \(u_j=i^j\), the quadratic form is \(4(1\pm i)\), whose real and imaginary parts have equal size. Inequality (11) then fails, so the bounds below are not guaranteed with a second probe.

**Eliminating the probe**

Split \(\mathcal L\) into blocks for h and p. The probe condition is \(\mathcal L_{ph}X+\mathcal L_{pp}X_p=0\). The real part of the quadratic form of \(\mathcal L_{pp}\) is an integral of \((-f')(N_p-\mathcal T_{pp})|u_p|^2\). A nonzero linear function \(u_p(E)\) vanishes at no more than one energy, so \(\mathcal L_{pp}\) is invertible whenever the probe couples at more than one energy. Then
\[
L=\mathcal L_{hh}-\mathcal L_{hp}\mathcal L_{pp}^{-1}\mathcal L_{ph}. \tag{12}
\]
For a complex two-vector \(x\), choose \(z=(x,\,-\mathcal L_{pp}^{-1}\mathcal L_{ph}x)\). Then \(\mathcal Lz=(Lx,0)\) and \(z^\dagger\mathcal Lz=x^\dagger Lx\), so \(L\) inherits (11). Because \(L\) is real, \(x^\dagger(L+L^T)x=2\,\mathrm{Re}\,x^\dagger Lx\) and \(x^\dagger(L-L^T)x=2i\,\mathrm{Im}\,x^\dagger Lx\). Hence
\[
K=L+L^T+i\sqrt3\,(L-L^T)\ge0, \tag{13}
\]
meaning that \(K\) has no negative eigenvalue. Its determinant gives
\[
4L_{\rho\rho}L_{qq}-(L_{\rho q}+L_{q\rho})^2-3(L_{\rho q}-L_{q\rho})^2\ge0. \tag{14}
\]
Rewriting the square of the sum as before (4), and dividing by 4,
\[
\boxed{\det L\ge(L_{\rho q}-L_{q\rho})^2.} \tag{15}
\]

The ratio \((L_{\rho q}-L_{q\rho})^2/\det L\) will be called the used fraction; (4) would let it reach 4, while (15) stops it at 1. In a test on 200 random unitary scatterers with 2, 1 and 3 modes in the leads and four energies each, the lowest eigenvalue of the matrices of type (13), scaled by the largest element of \(L\) or \(\mathcal L\), was 0.02, hence positive. For 3000 random chiral devices with nearly open or nearly closed filters, the largest used fraction was 0.62.

**No Carnot efficiency at finite power**

At Carnot efficiency (3) gives \(\sigma=0\). For real \(X\) the antisymmetric part of \(K\) drops out, so \(X^TKX=2\sigma=0\). A matrix without negative eigenvalues then satisfies \(KX=0\). The real and imaginary parts give \((L+L^T)X=0\) and \((L-L^T)X=0\), so \(LX=0\). Both currents vanish, and so does the power.

The second law alone leaves only the first of these two conditions. Take, in reduced units, \(L_{\rho\rho}=1\), \(L_{\rho q}=2\), \(L_{q\rho}=1\), \(L_{qq}=9/4\). This matrix satisfies (4) with equality. At \(X_\rho=-\tfrac32X_q\) the currents are \(J_\rho=\tfrac12X_q\) and \(J_q=\tfrac34X_q\), the power is \(\tfrac34TX_q^2\), and \(\eta=\eta_C\). But \(\det L=\tfrac14\) while \((L_{\rho q}-L_{q\rho})^2=1\), so (15) excludes it.

To see how power vanishes as \(\eta\to\eta_C\), set
\[
A=\tfrac12[(L+L^T)X]_q,\qquad D=\tfrac12[(L-L^T)X]_q,\qquad J_q=A+D. \tag{16}
\]
The heat component of \(KX\) is \(2(A+i\sqrt3D)\). The Cauchy–Schwarz inequality for \(K\), applied to \(X\) and the unit vector along \(q\), gives \(4(A^2+3D^2)\le K_{qq}X^TKX=(2L_{qq})(2\sigma)\). A second use of Cauchy–Schwarz yields
\[
J_q^2=\left(A+\tfrac1{\sqrt3}\sqrt3D\right)^2\le\left(1+\tfrac13\right)(A^2+3D^2)\le\tfrac43L_{qq}\,\sigma. \tag{17}
\]
In engine operation \(P=\eta J_q\) and \(J_q>0\), and (3) becomes \(\sigma=(\eta_C-\eta)J_q/T\). Dividing (17) by \(J_q\) and multiplying by \(\eta\),
\[
P\le\frac{4L_{qq}}{3T}\,\eta(\eta_C-\eta)\le\frac{L_{qq}\eta_C^2}{3T}. \tag{18}
\]
At finite \(L_{qq}\) the power goes to zero at least linearly with \(\eta_C-\eta\).

**Maximum efficiency at given asymmetry**

Define
\[
x=\frac{L_{\rho q}}{L_{q\rho}},\qquad y=\frac{L_{\rho q}L_{q\rho}}{\det L}, \tag{19}
\]
with \(\det L>0\) and nonzero off-diagonal elements. The current \(J_\rho\) stops at \(X_\rho=-(L_{\rho q}/L_{\rho\rho})X_q\). Let the load apply a fraction \(r=1-m\) of this force, with \(0<r<1\). Then
\[
J_\rho=mL_{\rho q}X_q,\quad P=T(1-m)m\frac{L_{\rho q}^2}{L_{\rho\rho}}X_q^2,\quad J_q=\left(L_{qq}-(1-m)\frac{L_{\rho q}L_{q\rho}}{L_{\rho\rho}}\right)X_q. \tag{20}
\]
Multiply numerator and denominator of \(P/J_q\) by \(L_{\rho\rho}/\det L\), and use \(L_{\rho\rho}L_{qq}/\det L=1+y\) and \(L_{\rho q}^2/\det L=xy\):
\[
\frac{\eta}{\eta_C}=\frac{xy\,m(1-m)}{1+ym}. \tag{21}
\]
The derivative vanishes when \((1-2m)(1+ym)=ym(1-m)\), that is, \(ym^2+2m-1=0\). The root in range is \(m=1/(1+s)\) with \(s=\sqrt{1+y}\). There \(1-m=s/(1+s)\) and \(1+ym=s\), since \(y=(s-1)(s+1)\). Therefore
\[
\frac{\eta_{\max}}{\eta_C}=\frac{xy}{(s+1)^2}=x\,\frac{s-1}{s+1}. \tag{22}
\]

Now (15) gives \(|y|\le|x|/(x-1)^2\), and \(y\) has the sign of \(x\). For either sign (22) grows with \(|y|\), so the limiting value may be inserted. It has \(s=a_x/b_x\), where \(a_x=\sqrt{x^2-x+1}\) and \(b_x=|x-1|\). Since \(a_x^2-b_x^2=x\),
\[
\frac{\eta_{\max}}{\eta_C}\le x\,\frac{a_x-b_x}{a_x+b_x}=\frac{x^2}{\left(\sqrt{x^2-x+1}+|x-1|\right)^2}. \tag{23}
\]
The right side is 1 at \(x=1\) and smaller elsewhere. For \(x>1\), \(a_x>1\) makes the root of the denominator exceed \(x\). For \(0<x<1\), \(a_x>x\) does so. For \(x<0\), \(a_x\) and \(b_x\) both exceed \(|x|\). As \(|x|\to\infty\) the bound tends to \(\tfrac14\).

The same steps with (4) give \(|y|\le4|x|/(x-1)^2\) and a bound of 1 for \(|x|\ge1\), or \(x^2\) for \(|x|<1\). At \(x=2\) the second law permits \(\eta_C\), while (23) permits \(0.536\,\eta_C\). At \(x=-2\) the values are \(\eta_C\) and \(0.125\,\eta_C\). Even at \(x=1\), where (23) permits \(\eta_C\), inequality (18) forces the power to vanish there.

**A device that approaches the bound**

Let one chiral edge channel run h → p → c → h. Energy filters with transmissions \(\tau_h\) and \(\tau_c\) stand at h and c, and the probe is fully open. Following the edge from each source gives
\[
\begin{aligned}
&\mathcal T_{ph}=\tau_h,\quad \mathcal T_{ch}=0,\quad \mathcal T_{cp}=\tau_c,\\
&\mathcal T_{hp}=\tau_h(1-\tau_c),\quad \mathcal T_{hc}=\tau_h\tau_c,\quad \mathcal T_{pc}=\tau_c(1-\tau_h),
\end{aligned} \tag{24}
\]
and (8) gives \(\gamma=\tau_h\tau_c\). Where one filter is open, its reservoir exchanges electrons with the probe; where both are open, the device circulates.

Take three narrow windows at energies 1, 2, 3 in an arbitrary unit. Only \(\tau_h\) is open at 1, both are open at 2, and only \(\tau_c\) is open at 3. Their thermal weights are \(g,1,g\). Write \(u_k=u_h(k)\), and let \(p_k\) be the probe's value of \(u\) at energy \(k\). The two probe conditions, with energies counted from 2, are
\[
g(p_1-u_1)+(p_2-u_2)+gp_3=0,\qquad -g(p_1-u_1)+gp_3=0. \tag{25}
\]
The second gives \(p_1-u_1=p_3\equiv\delta\). Linearity gives \(p_2=\tfrac12(p_1+p_3)=\tfrac12u_1+\delta\), and the first condition becomes \((2g+1)\delta=u_2-\tfrac12u_1\). The hot reservoir emits \(g(u_1-p_1)=-g\delta\) at energy 1 and \(u_2\) at energy 2. With \(\kappa=g/(2g+1)\), \(u_1=X_\rho+X_q\) and \(u_2=X_\rho+2X_q\), summing the currents with factors 1 and \(E\) gives, in reduced units,
\[
L=\begin{pmatrix}1-\frac\kappa2&2-\frac{3\kappa}2\\[2pt]2-\frac\kappa2&4-\frac{3\kappa}2\end{pmatrix},\quad \det L=\frac\kappa2,\quad \frac{(L_{\rho q}-L_{q\rho})^2}{\det L}=2\kappa=\frac{2g}{2g+1}. \tag{26}
\]
For \(g=1,10,100\) this is 0.667, 0.952 and 0.995, as the direct numerical elimination also gives. Bound (15) is therefore approached as closely as desired, and its constant cannot be improved. The elements of \(L\) stay finite per unit weight of the circulating window. For one channel of fixed total thermal weight, however, that window's share is \(1/(2g+1)\), so the power falls as the bound is approached.

Reversing \(B\) transposes \(\mathcal T\), and by (12) also \(L\). For \(g\to\infty\) the reversed matrix has \(L_{\rho\rho}=\tfrac34\), \(L_{\rho q}=\tfrac74\), \(L_{q\rho}=\tfrac54\), \(L_{qq}=\tfrac{13}4\), so \(x=1.4\) and \(\eta_{\max}=0.721\,\eta_C\), the value of (23). At the load \(X_\rho=-\tfrac{13}9X_q\) one finds \(J_\rho=\tfrac23X_q\), \(J_q=\tfrac{13}9X_q\) and \(\eta=\tfrac23\eta_C\). The power is \(\tfrac{26}{27}TX_q^2\), and the first bound in (18) is \(\tfrac43\cdot\tfrac{13}4\cdot\tfrac23\cdot\tfrac13=\tfrac{26}{27}\) in the same unit. That bound is attained in this limit.

**A worked device**

Now let each filter be a double dot with both levels at \(\varepsilon\), outer level width \(\Gamma\) and hopping \(\Gamma/2\). With \(z=E-\varepsilon+i\Gamma/2\), its Green function gives
\[
\tau=\frac{\Gamma^4/4}{|z^2-\Gamma^2/4|^2}=\frac1{1+4\left[(E-\varepsilon)/\Gamma\right]^4}, \tag{27}
\]
because \(z^2-\Gamma^2/4=(E-\varepsilon)^2-\Gamma^2/2+i\Gamma(E-\varepsilon)\), whose squared modulus is \((E-\varepsilon)^4+\Gamma^4/4\).

Take \(T=0.5\) K (\(k_BT=0.043\) meV), \(\Delta T=0.05\) K, \(B=10\) T, \(\Gamma=0.06\) meV, and levels at 0.04 meV (hot) and 0.09 meV (cold). With energies in \(k_BT\), forces \(\Delta\mu/k_BT\) and \(\Delta T/T\), and power in \((k_BT)^2/h\), the elements are
\[
L_{\rho\rho}=0.1546,\quad L_{\rho q}=0.1892,\quad L_{q\rho}=0.2187,\quad L_{qq}=0.361. \tag{28}
\]
Thus \(\det L=0.01443\) and \((L_{\rho q}-L_{q\rho})^2=0.00087\), a used fraction of 0.060. The asymmetry is \(x=0.865\), and \(y=0.0414/0.01443=2.87\) gives \(s=1.97\). Equation (22) yields \(\eta_{\max}=0.28\,\eta_C\), against a bound (23) of \(0.65\,\eta_C\). Reversing the field leaves \(y\) unchanged and inverts \(x\), so \(\eta_{\max}\) grows by \(1/x^2=1.34\) to \(0.38\,\eta_C\); the bound is then \(0.87\,\eta_C\).

At maximum power, \(m=\tfrac12\) in (20), the reduced power is
\[
\frac{L_{\rho q}^2}{4L_{\rho\rho}}\left(\frac{\Delta T}{T}\right)^2=0.0579\times0.01. \tag{29}
\]
Multiplied by \((k_BT)^2/h=71.9\) fW this is 42 aW, at \(\Delta\mu=-2.6\) µeV. The heat current is \((0.361-0.1338)\times0.1\times71.9\) fW \(=1.63\) fW, so \(\eta=2.5\,\%\), where \(\eta_C=10\,\%\). Bound (18) at this efficiency is 0.0914 in the unit where the power is 0.0579, so the device delivers 63 % of it.

As \(r\to0\), \(J_q\to L_{qq}X_q\) and \(\eta\to0\), so the ratio of \(P\) to its bound tends to \(\tfrac34\) for any such conductor. To first order in \(r\) it is \(\tfrac34[1+rL_{\rho q}(L_{\rho q}-L_{q\rho})/(L_{\rho\rho}L_{qq})]\). It thus starts downward for the original field and upward for the reversed one. The largest values over the loads scanned are accordingly 0.750 and 0.761.

A calculation with full Fermi functions, chemical potentials at \(\pm\Delta\mu/2\) with the same \(\Delta\mu\), reservoirs at 0.525 K and 0.475 K and the probe solved anew gives 41.9 aW and 1.65 fW. These differ from linear response by about 0.5 % and 1 %. Placing all of \(\Delta\mu\) on one reservoir, with the dot levels fixed, changes both values by 2 to 3 %. Here \(\eta=2.53\,\%\), while the Carnot value \(\Delta T/T_h\) is 9.52 %. The proof does not extend to this nonlinear regime.

**Relation to real devices**

The parameters are rough values for a gated III–V two-dimensional electron gas near filling factor one: mass \(0.07\,m_e\), \(g\)-factor 0.4, relative permittivity 13. The Landau gap of 16.5 meV is far above \(k_BT\). The bare Zeeman gap is 0.23 meV, and \(\exp(-\text{gap}/2k_BT)=0.07\), so the second spin species is not wholly negligible in this estimate, which omits exchange. For dots of radius 50 nm and confinement energy 3 meV, the excitation energy is 0.53 meV and the charging energy of an isolated disc is 3.5 meV. A nearby gate lowers the latter, but both remain large compared with \(k_BT\).

Repulsion between the two dots of a filter is a more serious omission. At 200 nm between centres, with a gate 30 nm away, it is about 0.023 meV. Raising the hot filter by this amount, with all else fixed, moves \(x\) from 0.87 to 0.93 and the used fraction from 0.060 to 0.025. The repulsion itself is probably underestimated. At that spacing a barrier of 100 nm would separate the dots, far too wide for a hopping of 0.03 meV at 10 T, where the magnetic length is 8 nm. Dots close enough for this hopping repel each other by roughly 0.06 to 0.08 meV, more than the hopping itself. The effect on \(x\) is smaller than this suggests. In mean field a level moves only by the repulsion times the occupation of the other dot, about 0.3 in the hot filter and 0.2 in the cold one, and both filters move; a repulsion of 0.06 meV then gives \(x\approx0.90\). The value \(x=1\) is reached when the hot filter is raised by 0.05 meV relative to the cold one, so that the two filters coincide. Such a static shift stays within the mean-field theorem; correlations do not. The device figures therefore indicate size only.

If the lattice of the hot contact is heated too, phonons add a heat leak. Even if only four ballistic phonon modes connect it to the cold side, they carry 95 fW, some 58 times the electronic heat, and the efficiency drops to 0.04 %. A bulk substrate has many more modes and leaks more. Energy relaxation along the edge is left out. It acts like further probes, for which (15) is not guaranteed, and on the return path from c to h it can remove the asymmetry altogether. To see this, place a second open probe there, with force vector \(X_s\). Let \(A_h\), \(A_c\) and \(M\) be the symmetric \(2\times2\) matrices obtained by integrating \((-f')\) times \(1\), \(E\), \(E\), \(E^2\) with the weights \(\tau_h\), \(\tau_c\) and 1. In reduced units, current conservation along the edge gives \(J=A_h(X-X_s)=M(X_p-X_s)=A_cX_p\). Hence \(L^{-1}=A_h^{-1}+A_c^{-1}-M^{-1}\), which is symmetric, so \(x=1\). The asymmetry found above therefore requires that electrons do not relax fully on the return path. The numerical output follows this text.

## Computed values

```
Random scatterers: lowest scaled sector eigenvalue 2.03e-02
Chiral random devices: largest used fraction 0.6247
Second-law-only matrix: eta/eta_C 1.0000
  its power 0.7500 (dT/T)^2 (kT)^2/h
  its scaled sector eigenvalue -0.1923
Ideal windows at energies 1, 2, 3; reversed field:
  g=1: used fraction 0.6667, x 1.2222, eta_max/eta_C 0.7506
  g=10: used fraction 0.9524, x 1.3704, eta_max/eta_C 0.7244
  g=100: used fraction 0.9950, x 1.3968, eta_max/eta_C 0.7212
  g=1000: used fraction 0.9995, x 1.3997, eta_max/eta_C 0.7208
  limit x 1.4000, bound 0.7208
  g=10000: best power/tradeoff bound 1.0000
Bound on eta_max/eta_C at x=-2: 0.1255 (second law 1.0000)
Bound on eta_max/eta_C at x=0.5: 0.1340 (second law 0.2500)
Bound on eta_max/eta_C at x=1: 1.0000 (second law 1.0000)
Bound on eta_max/eta_C at x=2: 0.5359 (second law 1.0000)
Bound on eta_max/eta_C at x=10: 0.2909 (second law 1.0000)
Device: T 0.5 K, dT 0.05 K, B 10.0 T, kT 0.0431 meV
  dot width Gamma 0.06 meV, hopping 0.03 meV
  filter levels: hot 0.04 meV, cold 0.09 meV
  reduced L_rr 0.15459, L_rq 0.18920
  reduced L_qr 0.21867, L_qq 0.36095
  det L 0.014429, (L_rq-L_qr)^2 0.000868
  used fraction 0.0602
  +B: x 0.8653, eta_max/eta_C 0.2819, bound 0.6483
  +B: best power/tradeoff bound 0.7499
  -B: x 1.1557, eta_max/eta_C 0.3766, bound 0.8659
  -B: best power/tradeoff bound 0.7615
Maximum power (+B): dmu -2.6366 ueV
  power 41.635 aW, heat 1.6336 fW
  efficiency 2.5486 %, Carnot dT/T 10.00 %
  nonlinear: power 41.851 aW, heat 1.6524 fW
  nonlinear efficiency 2.5327 %, Carnot 9.5238 %
Rough inputs: mass 0.07 m_e, g 0.4, eps_r 13.0
  dot radius 50 nm, spacing 200 nm, gate 30 nm
  dot confinement 3.0 meV
Bare Zeeman gap 0.2315 meV, exp(-gap/2kT) 0.0681
Landau gap 16.54 meV, dot excitation 0.527 meV
Dot charging 3.48 meV, interdot 0.0234 meV
  hot filter raised by interdot energy: x 0.9273, used fraction 0.0251
Phonon leak, 4 ballistic modes: 94.64 fW
  efficiency with this leak 0.04325 %
```
